**Depolarizing field, critical thickness and stripe instability of a ferroelectric film**

A film of thickness d with free energy aP²/2 + bP⁴/4 + g|∇P|²/2 and background permittivities ε_b (normal) and ε_x (in plane) lies between Thomas–Fermi electrodes with screening length l, permittivity ε_e and λ = l/ε_e, in Hartree atomic (Gaussian) units. The results are E = (V − 4πΛP)/(d + ε_bΛ) with Λ = λ₁ + λ₂, the single-domain threshold d_c = 2λ(4π/|a| − ε_b), the capacitance C = 1/[4π(2λ + d/ε₀)] with ε₀ = ε_b − 4π/|a|, and an earlier instability to stripes cos kx if g < g* = (a²/4π)[ε_x d_c²/12 + d_c l²/(4λ)]. The program solves the whole stack by finite elements with resolved P(z) and asserts agreement for the field, charge, electrode energies, Hessian spectrum, d_c, the relaxed polarization, the capacitance, both analytic bounds on the stripe threshold, and g*. For a = −0.1, b = 4000, g = 20, ε_b = 8, l = 1.2 bohr and ε_e = 3 (λ = 0.4 bohr) it finds d_c = 94.13 bohr (4.98 nm), and at d = 150 bohr P = 0.598 P₀ and E = −0.0988 V/nm. For ε_x = 8 (g* = 4.77 bohr²) the lower bound on the stripe threshold stays above d_c on the scanned wave numbers. For ε_x = 100 (g* = 58.8 bohr²) stripes of period 180 bohr set in at 79.2 bohr, between the bounds 75.2 and 89.0 bohr.

## Program and output

```python
# Ferroelectric film (thickness d) between Thomas-Fermi electrodes, Hartree atomic (Gaussian) units.
# f = a P^2/2 + b P^4/4 + g|grad P|^2/2, D = eps_b E + 4 pi P, lam = l/eps_e effective screening length,
# l = Thomas-Fermi length, eps_e = electrode background permittivity, eps_x = in-plane film permittivity.
# Results under test: E = (V - 4 pi Lam P)/(d + eps_b Lam), Lam = lam1 + lam2;
# a_eff = a + 4 pi/(eps_b + d/(2 lam)); d_c = 2 lam (4 pi/|a| - eps_b); P^2 = -a_eff/b;
# C = 1/(4 pi (2 lam + d/eps0)), eps0 = eps_b - 4 pi/|a|;
# stripes cos(kx) go unstable below d_c if g < g* = a^2/(4 pi) [eps_x d_c^2/12 + d_c l^2/(4 lam)].
# Independent road: finite-element Poisson-Thomas-Fermi solution of the whole stack with resolved P(z).
import numpy as np
from scipy.linalg import solveh_banded, eigvalsh
from scipy.optimize import brentq, minimize, minimize_scalar
from scipy import constants as sc

pi = np.pi
a, b, eb, l, ee, g = -0.1, 4000.0, 8.0, 1.2, 3.0, 20.0
lam = l / ee
NE = 600  # elements per electrode, depth 15 l: mesh error about (1/40)^2/24 = 3e-5

class Stack:
    def __init__(s, d, n, k=0.0, ex=8.0, el=(l, ee, l, ee)):
        l1, e1, l2, e2 = el
        s.n, s.hf = n, d / n
        seg = lambda x, y, z: np.concatenate([np.full(NE, x), np.full(n, y), np.full(NE, z)])
        s.h = seg(15 * l1 / NE, d / n, 15 * l2 / NE)
        s.ez = seg(e1, eb, e2)
        s.tf = seg(e1 / l1**2, 0.0, e2 / l2**2)  # 4 pi g_F
        m = s.tf + k * k * seg(e1, ex, e2)
        N = len(s.h) + 1
        s.ab = np.zeros((2, N))
        de = s.ez / s.h + m * s.h / 3
        s.ab[1, :-1] += de
        s.ab[1, 1:] += de
        s.ab[0, 1:] = -s.ez / s.h + m * s.h / 6
        s.B = np.zeros((N, n))
        i = np.arange(n)
        s.B[NE + i, i] = -1.0
        s.B[NE + i + 1, i] = 1.0
    def phi(s, P, V=0.0):
        rhs = 4 * pi * s.B @ P
        w = s.tf[:NE] * s.h[:NE] * V / 2
        rhs[:NE] += w
        rhs[1:NE + 1] += w
        return solveh_banded(s.ab, rhs)
    def sigma(s, ph, V=0.0):  # integrated charge of the bottom electrode
        mid = (ph[:NE] + ph[1:NE + 1]) / 2 - V
        return -np.sum(s.tf[:NE] * s.h[:NE] * mid) / (4 * pi)
    def hess(s, a2, gz):  # Hessian per volume at P = 0
        X = solveh_banded(s.ab, s.B)
        M = 4 * pi * (X[NE + 1:NE + s.n + 1] - X[NE:NE + s.n]) / s.hf
        Dm = np.diff(np.eye(s.n), axis=0)
        return (M + M.T) / 2 + a2 * np.eye(s.n) + gz * Dm.T @ Dm / s.hf**2

def soft(d, k=0.0, ex=8.0, gz=g, n=100, a0=a):
    return eigvalsh(Stack(d, n, k, ex).hess(a0 + g * k * k, gz), subset_by_index=[0, 0])[0]
close = lambda x, y, t: abs(x - y) <= t * abs(y)
aeff = lambda d: a + 4 * pi / (eb + d / (2 * lam))
dc = 2 * lam * (4 * pi / abs(a) - eb)
P0 = np.sqrt(-a / b)

# field and charge, unequal electrodes and bias
for d, P, V, el in [(5., .004, 0., (l, ee, l, ee)), (40., .003, .02, (1., 1., 2., 5.)),
                    (200., -.006, .05, (.7, 2., 1.5, 1.))]:
    s = Stack(d, 10, el=el)
    ph = s.phi(np.full(10, P), V)
    Lam = el[0] / el[1] + el[2] / el[3]
    Ef = (V - 4 * pi * Lam * P) / (d + eb * Lam)
    assert np.allclose(-np.diff(ph)[NE:NE + 10] / s.hf, Ef, rtol=2e-4, atol=0)
    assert close(s.sigma(ph, V), (eb * Ef + 4 * pi * P) / (4 * pi), 2e-4)
# energies by quadrature in short circuit
d = 50.0
s = Stack(d, 10)
ph = s.phi(np.full(10, P0))
field = s.ez * np.diff(ph)**2 / s.h / (8 * pi)
comp = s.tf * s.h * (ph[:-1]**2 + ph[:-1] * ph[1:] + ph[1:]**2) / 3 / (8 * pi)
Ed = -4 * pi * P0 / (eb + d / (2 * lam))
Dd = eb * Ed + 4 * pi * P0
assert close(field[:NE].sum(), lam * Dd**2 / (16 * pi), 5e-4)
assert close(comp[:NE].sum(), lam * Dd**2 / (16 * pi), 5e-4)
assert close(field.sum() + comp.sum(), -d * Ed * P0 / 2, 2e-4)
# spectrum at P = 0, critical thickness, deep-well case without threshold
ev = eigvalsh(Stack(d, 20).hess(a, 0.0))
assert close(ev[0] - a, aeff(d) - a, 2e-4) and np.allclose(ev[1:], a + 4 * pi / eb, rtol=1e-8)
dc_num = brentq(lambda x: soft(x, n=30), 5, 600, xtol=1e-9)
assert close(dc_num, dc, 2e-4)
assert all(soft(x, n=10, a0=-1.7) < 0 for x in (0.05, 1.0, 20.0))
assert soft(0.05, n=10, a0=-1.4) > 0

def relax(d, n=30):  # nonlinear minimization over u(z) = P(z)/P0
    H = Stack(d, n).hess(a, g) / abs(a)
    u0 = 0.6 + 0.3 * np.random.default_rng(1).standard_normal(n)
    r = minimize(lambda u: u @ H @ u / 2 + np.sum(u**4) / 4, u0, jac=lambda u: H @ u + u**3,
                 hess=lambda u: H + np.diag(3 * u**2), method="trust-exact", options={"gtol": 1e-11})
    return r.x * P0, r.fun * abs(a) * P0**2 / n
Pf = lambda d: P0 * np.sqrt((d - dc) / (d + 2 * lam * eb))
for d, tol in [(150., 2e-4), (400., 2e-4), (1.02 * dc, 3e-3)]:  # mesh error amplified by d/(d - d_c)
    Pz, Fv = relax(d)
    assert np.allclose(np.abs(Pz), Pf(d), rtol=tol, atol=0)
    assert close(Fv, -aeff(d)**2 / (4 * b), 4 * tol)
assert np.max(np.abs(relax(60.)[0])) < 1e-6 * P0
# capacitance from the self-consistent linear response
eps0 = eb - 4 * pi / abs(a)
Cf = lambda d: 1 / (4 * pi * (2 * lam + d / eps0))
for d in (20., 60., 85.):
    s = Stack(d, 20)
    Eext = -(s.B.T @ s.phi(np.zeros(20), 1.0)) / s.hf
    Pl = np.linalg.solve(s.hess(a, g), Eext)
    Cn = s.sigma(s.phi(Pl, 1.0), 1.0)
    assert close(Cn, Cf(d), 1e-3) and Cn > 1 / (8 * pi * lam)

# stripe modes
lamk = lambda k: 1 / (ee * np.sqrt(l**-2 + k * k))
def trial(d, k, ex):
    x = k * d / 2 * np.sqrt(ex / eb)
    return a + g * k * k + 4 * pi / (eb * x / np.tanh(x) + d / (2 * lamk(k)))
def d_low(k, ex):
    ez = 4 * pi / (abs(a) - g * k * k) - eb
    q = k * np.sqrt(ex / ez)
    return 2 / q * np.arctan(lamk(k) * ez * q)
d_up = lambda k, ex: brentq(lambda x: trial(x, k, ex), 5, 600)
d_fe = lambda k, ex, gz=g, n=100: brentq(lambda x: soft(x, k, ex, gz, n), 5, 600, xtol=1e-6)
gstar = lambda ex: a * a / (4 * pi) * (ex * dc**2 / 12 + dc * l * l / (4 * lam))
gnum = {}
for ex in (8., 100.):
    for k in (0.02, 0.04):
        assert close(d_fe(k, ex, 0.0), d_low(k, ex), 5e-4)
        assert d_low(k, ex) < d_fe(k, ex) < d_up(k, ex)
        a2 = a + g * k * k
        mean_stiff = Stack(90., 200, k, ex).hess(a2, g).sum() / 200
        assert close(mean_stiff - a2, trial(90., k, ex) - a2, 1e-3)
    for gz in (0.0, g):
        k = 1e-4
        gnum[ex] = g - (soft(dc, k, ex, gz, 30) - soft(dc, 0.0, ex, gz, 30)) / k**2
        assert close(gnum[ex], gstar(ex), 2e-3)
ks = np.linspace(1e-3, 0.999, 2000) * np.sqrt(abs(a) / g)
assert g > gstar(8.) and np.all(d_low(ks, 8.) > dc)
mk = lambda f: minimize_scalar(f, bounds=(0.005, 0.055), method="bounded", options={"xatol": 1e-5})
rl, ru, rf = mk(lambda k: d_low(k, 100.)), mk(lambda k: d_up(k, 100.)), mk(lambda k: d_fe(k, 100.))
assert g < gstar(100.) and rl.fun < rf.fun < ru.fun < dc
assert close(d_fe(rf.x, 100., n=200), rf.fun, 1e-3)

# worked example
a0 = sc.physical_constants["Bohr radius"][0]
nm = a0 * 1e9
Vnm = sc.physical_constants["atomic unit of electric field"][0] * 1e-9
Cm2 = sc.e / a0**2
Fm2 = 4 * pi * sc.epsilon_0 / a0
p = lambda t, x, u: print(f"{t} = {x:.5g} {u}")
for t, x, u in [("a", a, "(dimensionless)"), ("b", b, "bohr^4/e^2"), ("g", g, "bohr^2"),
                ("eps_b", eb, "(dimensionless)"), ("l", l, "bohr"), ("eps_e", ee, "(dimensionless)"),
                ("lambda", lam, "bohr"), ("g_F", ee / (4 * pi * l * l), "1/(Ha bohr^3)")]:
    p(t, x, u)
p("P0", P0, f"e/bohr^2 = {P0*Cm2:.4g} C/m^2")
p("well depth a^2/4b", a * a / (4 * b), "Ha/bohr^3")
p("4pi/|a|", 4 * pi / abs(a), "(dimensionless)")
p("4pi/eps_b", 4 * pi / eb, "(dimensionless)")
p("zero-mean stiffness a+4pi/eps_b", a + 4 * pi / eb, "(dimensionless)")
p("eps0 at P=0", eps0, "(dimensionless)")
p("2 lambda eps_b", 2 * lam * eb, "bohr")
p("d_c formula", dc, f"bohr = {dc*nm:.4g} nm")
p("d_c finite elements", dc_num, "bohr")
d = 150.0
P = Pf(d)
den = eb + d / (2 * lam)
E = -4 * pi * P / den
D = eb * E + 4 * pi * P
p("thick film d", d, f"bohr = {d*nm:.4g} nm")
p("eps_b + d/2lambda", den, "(dimensionless)")
p("4pi/(eps_b + d/2lambda)", 4 * pi / den, "(dimensionless)")
p("a_eff", aeff(d), "(dimensionless)")
p("P formula", P, f"e/bohr^2 = {P*Cm2:.4g} C/m^2")
p("P minimization", abs(relax(d)[0].mean()), "e/bohr^2")
p("P/P0", P / P0, "(dimensionless)")
p("E_dep", E, f"Ha/(e bohr) = {E*Vnm:.4g} V/nm")
p("E_dep if P were P0", -4 * pi * P0 / den, "Ha/(e bohr)")
p("open-circuit field -4pi P0/eps_b", -4 * pi * P0 / eb, "Ha/(e bohr)")
p("D", D, "e/bohr^2")
p("sigma", D / (4 * pi), "e/bohr^2")
p("sigma/P", D / (4 * pi * P), "(dimensionless)")
p("drop per interface lambda D", lam * D, "Ha/e")
p("G/d", -aeff(d)**2 / (4 * b), "Ha/bohr^3")
d = 60.0
p("thin film d", d, "bohr")
p("a_eff", aeff(d), "(dimensionless)")
p("2 lambda + d/eps0", 2 * lam + d / eps0, "bohr")
p("C", Cf(d), f"1/bohr = {Cf(d)*Fm2:.4g} F/m^2")
p("1/(8 pi lambda)", 1 / (8 * pi * lam), "1/bohr")
p("C 8 pi lambda", Cf(d) * 8 * pi * lam, "(dimensionless)")
p("d_c l^2/(4 lambda)", dc * l * l / (4 * lam), "bohr^2")
for ex in (8., 100.):
    p(f"eps_x={ex:g}: eps_x d_c^2/12", ex * dc**2 / 12, "bohr^2")
    p(f"eps_x={ex:g}: g* formula", gstar(ex), "bohr^2")
    p(f"eps_x={ex:g}: g* finite elements", gnum[ex], "bohr^2")
p("k limit sqrt(|a|/g)", np.sqrt(abs(a) / g), "1/bohr")
p("eps_x=8: min of lower bound over k scan", d_low(ks, 8.).min(), "bohr")
print(f"eps_x=100: lower bound = {rl.fun:.4g} bohr at k = {rl.x:.3g} 1/bohr")
print(f"eps_x=100: upper bound = {ru.fun:.4g} bohr at k = {ru.x:.3g} 1/bohr")
print(f"eps_x=100: stripe threshold = {rf.fun:.3g} bohr = {rf.fun*nm:.3g} nm")
print(f"eps_x=100: k = {rf.x:.3g} 1/bohr, period = {2*pi/rf.x:.3g} bohr = {2*pi/rf.x*nm:.3g} nm")
print("OK")
```

Output:

```
a = -0.1 (dimensionless)
b = 4000 bohr^4/e^2
g = 20 bohr^2
eps_b = 8 (dimensionless)
l = 1.2 bohr
eps_e = 3 (dimensionless)
lambda = 0.4 bohr
g_F = 0.16579 1/(Ha bohr^3)
P0 = 0.005 e/bohr^2 = 0.2861 C/m^2
well depth a^2/4b = 6.25e-07 Ha/bohr^3
4pi/|a| = 125.66 (dimensionless)
4pi/eps_b = 1.5708 (dimensionless)
zero-mean stiffness a+4pi/eps_b = 1.4708 (dimensionless)
eps0 at P=0 = -117.66 (dimensionless)
2 lambda eps_b = 6.4 bohr
d_c formula = 94.131 bohr = 4.981 nm
d_c finite elements = 94.129 bohr
thick film d = 150 bohr = 7.938 nm
eps_b + d/2lambda = 195.5 (dimensionless)
4pi/(eps_b + d/2lambda) = 0.064278 (dimensionless)
a_eff = -0.035722 (dimensionless)
P formula = 0.0029884 e/bohr^2 = 0.171 C/m^2
P minimization = 0.0029885 e/bohr^2
P/P0 = 0.59768 (dimensionless)
E_dep = -0.00019209 Ha/(e bohr) = -0.09878 V/nm
E_dep if P were P0 = -0.00032139 Ha/(e bohr)
open-circuit field -4pi P0/eps_b = -0.007854 Ha/(e bohr)
D = 0.036017 e/bohr^2
sigma = 0.0028661 e/bohr^2
sigma/P = 0.95908 (dimensionless)
drop per interface lambda D = 0.014407 Ha/e
G/d = -7.9753e-08 Ha/bohr^3
thin film d = 60 bohr
a_eff = 0.051402 (dimensionless)
2 lambda + d/eps0 = 0.29007 bohr
C = 0.27434 1/bohr = 0.5768 F/m^2
1/(8 pi lambda) = 0.099472 1/bohr
C 8 pi lambda = 2.7579 (dimensionless)
d_c l^2/(4 lambda) = 84.718 bohr^2
eps_x=8: eps_x d_c^2/12 = 5907.1 bohr^2
eps_x=8: g* formula = 4.7681 bohr^2
eps_x=8: g* finite elements = 4.7679 bohr^2
eps_x=100: eps_x d_c^2/12 = 73839 bohr^2
eps_x=100: g* formula = 58.826 bohr^2
eps_x=100: g* finite elements = 58.823 bohr^2
k limit sqrt(|a|/g) = 0.070711 1/bohr
eps_x=8: min of lower bound over k scan = 94.131 bohr
eps_x=100: lower bound = 75.19 bohr at k = 0.04 1/bohr
eps_x=100: upper bound = 89.02 bohr at k = 0.0207 1/bohr
eps_x=100: stripe threshold = 79.2 bohr = 4.19 nm
eps_x=100: k = 0.0349 1/bohr, period = 180 bohr = 9.51 nm
OK
```
